# Dipole field and sawtooth correction for a Janus monolayer

A Janus monolayer carries different atoms on its two faces, so it has an electric dipole along its normal. A plane-wave calculation repeats the layer along that normal with period $L$. The problem is to find what this repetition does to the vacuum potential, and how to undo it.

**Conventions.** The $z$ axis points from the lower face to the upper face. The total charge density, nuclei and electrons together, averaged over the lateral cell, is $\rho(z)$. The layer is neutral, and $\rho=0$ in part of the vacuum. Its dipole per area is

$$m=\int z\,\rho(z)\,dz ,\qquad \int\rho(z)\,dz=0 .$$

Neutrality makes $m$ independent of the origin. The electrostatic potential is $\phi$, the field is $E=-d\phi/dz$, and an electron has potential energy $-e\phi$. The cell runs from $-L/2$ to $L/2$ with the layer near $z=0$, unless another cut is named.

## (a) The isolated layer

*Show that far from the layer the potential depends on $z$ alone, and find the difference between its two vacuum levels.*

**Solution.** Expand potential and charge in lateral plane waves, with $\mathbf G$ a lateral reciprocal vector of length $G$. Poisson's equation for each component is

$$\frac{d^2\phi_{\mathbf G}}{dz^2}-G^2\phi_{\mathbf G}=-\frac{\rho_{\mathbf G}}{\varepsilon_0}.$$

Outside the charge the right side vanishes, and the solution that stays finite is proportional to $e^{-Gs}$ at distance $s$. For $G\neq0$ the components therefore die out. For a point ion of charge $e$ in each lateral area $A$, the slope of $\phi_{\mathbf G}$ changes by $-2G\phi_{\mathbf G}(0)$ across the ion, and this must equal $-e/(\varepsilon_0A)$. Hence

$$\phi_{\mathbf G}(s)=\frac{e}{2\varepsilon_0AG}\,e^{-Gs}. \tag{1}$$

A spherical ion acts outside itself as a point charge, so its width does not enter.

The component $G=0$ is the lateral average, and it obeys $\phi''=-\rho/\varepsilon_0$. Let $Q(z)=\int_{-\infty}^{z}\rho\,dz'$ be the charge per area below $z$. An isolated layer without applied field has $E=0$ far below it, so Gauss's law gives $E=Q/\varepsilon_0$. Above the layer $Q=0$ by neutrality, and the potential is flat there too.

Take $a$ below and $b$ above all the charge. Integration by parts, with $Q'=\rho$, gives

$$\phi(b)-\phi(a)=-\frac1{\varepsilon_0}\int_a^bQ\,dz
=-\frac1{\varepsilon_0}\Big(\big[zQ\big]_a^b-\int_a^bz\rho\,dz\Big).$$

The bracket vanishes because $Q(a)=Q(b)=0$. Therefore

$$\phi_{\rm upper}-\phi_{\rm lower}=\frac{m}{\varepsilon_0}. \tag{2}$$

For an electron the levels differ by $-em/\varepsilon_0$: the vacuum level is lower on the side to which the dipole points. The work function, measured from one common Fermi level, is smaller on that side by $em/\varepsilon_0$.

## (b) The same charge in a periodic cell

*Keep $\rho(z)$ fixed, require $\phi(z+L)=\phi(z)$, and find the vacuum field. Does a longer cell cure the problem?*

**Solution.** Inside one cell the periodic and isolated potentials have the same source. Their difference $u=\phi_{\rm per}-\phi_{\rm iso}$ obeys $u''=0$, so $u=c+bz$. Periodicity requires equal values at the two ends. By equation (2), $\phi_{\rm iso}$ rises by $m/\varepsilon_0$ from one end to the other, so

$$0=\phi_{\rm per}(L/2)-\phi_{\rm per}(-L/2)=\frac m{\varepsilon_0}+bL
\quad\Rightarrow\quad b=-\frac{m}{\varepsilon_0L}.$$

Since $\phi_{\rm iso}$ is flat in the vacuum, the field there comes from $u$ alone:

$$\boxed{E=-b=\frac{m}{\varepsilon_0L}} \tag{3}$$

It points along the dipole. Physically, periodicity forbids a net potential change over a cell, so the rise across the layer must be paid back by a fall elsewhere.

Lengthening the cell weakens the field as $1/L$, but the field then acts over a longer path. For a layer of thickness $d$ the fall across the vacuum is

$$E(L-d)=\frac m{\varepsilon_0}\Big(1-\frac dL\Big)\;\longrightarrow\;\frac m{\varepsilon_0}\qquad(L\to\infty).$$

The ramp becomes gentler, but its total fall does not vanish, and at no finite $L$ is the vacuum flat. Levels read at fixed heights $\pm s$ outside the charge differ by $(m/\varepsilon_0)(1-2s/L)$. They approach the true step, but only as $1/L$, so a longer cell is a slow remedy and not an exact one.

The potential at mid-vacuum also has a definite meaning. At $z=L/2$ the linear term is $-m/(2\varepsilon_0)$, and at $z=0$ it is zero. Hence

$$\phi_{\rm per}(L/2)-\phi_{\rm per}(0)=\phi_{\rm upper}-\frac{m}{2\varepsilon_0}-\phi_{\rm iso}(0)
=\frac{\phi_{\rm upper}+\phi_{\rm lower}}2-\phi_{\rm iso}(0).$$

For fixed charge, a single level read at $z=L/2$ and measured from the potential at $z=0$ is thus the average of the two true levels. It misses each of them by half the step. If the potential at another height $z_0$ in the layer serves as reference, the reading differs from the average by $mz_0/(\varepsilon_0L)$, which vanishes only as the cell grows.

## (c) The sawtooth

*Construct a potential that removes the field and keeps the total potential periodic. Where may its jump be placed?*

**Solution.** The unwanted term is $-mz/(\varepsilon_0L)$, so its opposite must be added. Choose a cut $z_c$ in the charge-free vacuum below the layer, and let the cell run from $z_c$ to $z_c+L$. Define

$$\boxed{\phi_{\rm saw}(z)=\frac m{\varepsilon_0}\,\frac{z-z_c}{L},\qquad z_c<z<z_c+L} \tag{4}$$

and repeat it with period $L$. Then $\phi_{\rm per}+\phi_{\rm saw}$ equals $\phi_{\rm iso}$ plus a constant throughout the cell. Both vacuum regions are flat, and their difference is $m/\varepsilon_0$, as in equation (2).

Going upward through the cut, $\phi_{\rm saw}$ falls from $m/\varepsilon_0$ to zero. By equation (2), a potential change of $-m/\varepsilon_0$ belongs to a dipole sheet of strength $-m$. The sawtooth therefore inserts an artificial sheet whose dipole cancels that of the layer. The whole cell then has no dipole, and no field is needed to restore periodicity.

Suppose instead that the cut passes through the layer. The charge $Q(z_c)$ below the cut is now counted one period higher, so the computed dipole is

$$m_c=m+L\,Q(z_c).$$

The field left in the vacuum is

$$E_{\rm left}=\frac{m}{\varepsilon_0L}-\frac{m_c}{\varepsilon_0L}=-\frac{Q(z_c)}{\varepsilon_0}. \tag{5}$$

It vanishes for any cut in the vacuum, where $Q=0$, and in general not for a cut through charge.

A numerical test used three Gaussian sheets with charges per area, divided by $\varepsilon_0$, of $-5$, $9$ and $-4$ V/nm. They were centred at $-0.16$, $0.01$ and $0.17$ nm, with standard deviations $0.04$, $0.05$ and $0.045$ nm. The dipole gives

$$\frac m{\varepsilon_0}=(-5)(-0.16)+9(0.01)+(-4)(0.17)=0.21\ \text{V}.$$

Open-boundary integration gave a step of 0.2100 V. The Fourier solution in a 2.20 nm cell gave a field of 0.0955 V/nm, which is $0.2100/2.20$. Three different vacuum cuts restored the same step, while a cut at $z_c=0.0525$ nm left $-2.20$ V/nm, far more than the field it should have removed.

## (d) The energy at fixed charge

*Find the error in the electrostatic energy per area.*

**Solution.** The energy of a charge distribution in its own potential is $U=\frac12\int\rho\phi\,dz$ per area. The constant $c$ in $u$ contributes nothing, because the layer is neutral. Therefore

$$U_{\rm per}-U_{\rm iso}=\frac12\int\rho\Big(-\frac{mz}{\varepsilon_0L}\Big)dz=-\frac{m^2}{2\varepsilon_0L}. \tag{6}$$

The correction to be added is $+m^2/(2\varepsilon_0L)$. The factor one half is present because the field is produced by the layer's own charge. The potential carries no such factor: since $m$ is linear in $\rho$, varying the correction energy with respect to $\rho(z)$ gives

$$\frac{\delta}{\delta\rho(z)}\frac{m^2}{2\varepsilon_0L}=\frac{m}{\varepsilon_0L}\,z ,$$

which is the sawtooth potential of equation (4) up to a constant. Energy and potential are consistent.

## (e) A layer that can polarize

*In a self-consistent calculation the electrons respond to the spurious field. Find the uncorrected field in terms of the isolated dipole $m_0$, and the relaxed energy error. What happens if the sawtooth is added only after the calculation?*

**Solution.** In linear response, an outside field $E$ changes the dipole to $m=m_0+\alpha E$, where $\alpha$ is the polarizability per area. Equation (3) still holds, with the dipole actually present, so

$$m=m_0+\frac{\alpha}{\varepsilon_0L}m
\quad\Rightarrow\quad m=\frac{m_0}{1-\alpha/(\varepsilon_0L)}.$$

Division by $\varepsilon_0L$ gives

$$\boxed{E=\frac{m_0}{\varepsilon_0L-\alpha}} \tag{7}$$

The spurious field enlarges the dipole that causes it. For $\varepsilon_0L\gg\alpha$ the enhancement disappears.

For a layer described by a relative permittivity $\varepsilon_r(z)$, $\alpha$ follows from the continuity of the displacement. An outside field $E$ becomes $E/\varepsilon_r$ inside, the polarization is $\varepsilon_0(\varepsilon_r-1)E/\varepsilon_r$, and

$$\frac\alpha{\varepsilon_0}=\int\Big(1-\frac1{\varepsilon_r(z)}\Big)dz. \tag{8}$$

For finite $\varepsilon_r\ge1$ the integrand is below one, so $\alpha<\varepsilon_0L$ and the denominator in equation (7) stays positive.

For the energy, changing the dipole costs $(m-m_0)^2/(2\alpha)$. This form is fixed by the response: minimizing it together with $-mE$ returns $m=m_0+\alpha E$. In the periodic cell the field energy is that of equation (6), so

$$F(m)=\frac{(m-m_0)^2}{2\alpha}-\frac{m^2}{2\varepsilon_0L}.$$

Setting $dF/dm=0$ gives $m-m_0=\alpha m/(\varepsilon_0L)$, as before. Insert this into the first term:

$$F=\frac{\alpha m^2}{2\varepsilon_0^2L^2}-\frac{m^2}{2\varepsilon_0L}
=-\frac{m^2}{2\varepsilon_0L}\Big(1-\frac{\alpha}{\varepsilon_0L}\Big).$$

With $m=m_0/[1-\alpha/(\varepsilon_0L)]$, one factor cancels:

$$F=-\frac{m_0^2}{2(\varepsilon_0L-\alpha)}. \tag{9}$$

If the sawtooth acts in every iteration, with its slope updated from the current dipole, the outside field at convergence is zero and $m=m_0$. If it is added afterwards, the charge has already been polarized. The levels become flat, but their difference is $m/\varepsilon_0$ instead of $m_0/\varepsilon_0$. Flat levels alone do not prove that the step is right.

## (f) Numbers for a model layer

*Two fixed Gaussian sheets of $\mp9.0$ µC/cm² lie at $\mp0.15$ nm, each with standard deviation 0.04 nm. They sit in a dielectric layer 0.60 nm thick with $\varepsilon_r=4$ inside. Its edges are smoothed as $\varepsilon_r(z)=1+\tfrac32\big[\operatorname{erf}\frac{z+0.30\,\text{nm}}{w}-\operatorname{erf}\frac{z-0.30\,\text{nm}}{w}\big]$ with $w=0.05$ nm. Evaluate the results for $L=2.0$ nm.*

**Solution.** The sheet charge divided by $\varepsilon_0$ is 10.165 V/nm. Between the sheets the dielectric reduces the field by four, so the isolated step is

$$\frac{m_0}{\varepsilon_0}\approx\frac{10.165\times0.30}{4}\ \text{V}=0.762\ \text{V}.$$

Numerical integration with the smooth profiles also gives 0.762 V, or $m_0=6.75$ pC/m.

For sharp edges, equation (8) would give $\alpha/\varepsilon_0=0.60\times(1-1/4)=0.45$ nm. The computed value is 0.491 nm; it depends on the edge width, and $w=0.025$ nm gives 0.470 nm. The smooth edges raise it because $1-1/\varepsilon_r$ is a concave function of $\varepsilon_r$: two edge points with permittivities placed symmetrically between 1 and 4 contribute more together than one point at 1 and one at 4.

Equation (7) now gives

$$E=\frac{0.7625\ \text{V}}{(2.0-0.4908)\ \text{nm}}=0.505\ \text{V/nm}=5.05\ \text{MV/cm}.$$

Using $m_0$ in equation (3) would give 3.81 MV/cm. The actual field is 33% larger than that estimate, because the dipole has grown by the factor $1/(1-0.4908/2.0)=1.325$.

With the sawtooth inside the iteration, the electron vacuum levels are $+0.381$ eV below the layer and $-0.381$ eV above it, relative to the electrostatic energy at the layer centre. They are symmetric because this model's charge is antisymmetric about its centre. Their separation is 0.762 eV. Correction after an uncorrected run gives 1.01 eV, which is 0.25 eV too large.

The energy error follows from equations (7) and (9) as $-\frac12m_0E$ per area. A lateral cell of 0.0915 nm² has dipole 0.00385 e nm, so the error is

$$-\tfrac12\,(0.00385\ e\,\text{nm})(0.505\ \text{V/nm})=-0.97\ \text{meV}.$$

The energy thus changes little while the level difference is badly wrong. Convergence of the total energy is a poor guide to the vacuum levels here.

With the layer held fixed and only $L$ changed, the uncorrected results are:

| $L$ (nm) | field (MV/cm) | vacuum ramp (V) |
|---|---|---|
| 1.5 | 7.56 | 0.680 |
| 2.0 | 5.05 | 0.707 |
| 4.0 | 2.17 | 0.739 |
| 8.0 | 1.02 | 0.751 |

The ramp is taken over a width $L-0.60$ nm. It approaches the isolated step of 0.762 V while the field falls, as equation (7) requires for $L\to\infty$.

## (g) What the model leaves out

*Estimate the neglected effects, and compare the model with real layers.*

**Solution.** Take a rough hexagonal lattice constant of 0.325 nm, a gap of 1.5 eV, and 5 eV between the highest filled state and vacuum.

**Lateral corrugation.** The shortest lateral vectors have $G=22.3$ nm⁻¹. Six of them add above an ion. For ions of unit charge, the full sum gives 0.38 mV at 0.5 nm from the ion plane, about 0.05% of the step. It grows quickly closer in, to 33 mV at 0.3 nm, so the levels must be read from the lateral average or well away from the ions. Real layers contain several partly screened charges, so this is a size and not a bound.

**Electrons at the cut.** The density decays roughly as $e^{-2\kappa s}$, with $\kappa=\sqrt{2m_eW}/\hbar$ and $W=5$ eV. Over the 0.70 nm from the layer face to a cut at mid-vacuum, the factor is $1\times10^{-7}$. The requirement of a charge-free cut is well met for $L=2.0$ nm; for $L=1.5$ nm the factor rises to $3\times10^{-5}$.

**Strong-field effects.** The spurious field at the layer centre, times the thickness, is 0.076 V. This is about 5% of the gap voltage, too little to align filled and empty bands across the layer for tunnelling. It supports linear response to the added field but does not measure the nonlinear error. The built-in field between the sheets, $10.165/4=2.5$ V/nm, is twenty times the spurious field inside the layer, and its drop of 0.76 V is half the gap voltage. The value of $m_0$ is therefore a chosen input of the model, not a prediction from $\varepsilon_r$. The uncorrected vacuum ramp of 0.71 V is also far below 5 V, so it does not draw filled states into the vacuum.

**Thermal carriers.** To cancel an outside field held at $E$ within the layer, free carriers would have to place a charge of $\varepsilon_0E/e=2.8\times10^{12}$ cm⁻² on each face, with opposite signs. At 300 K, an intrinsic layer with one spin-degenerate band of free-electron mass has about 3 cm⁻². Intrinsic carriers are irrelevant here; doping could change this.

**Real layers.** The parameters are meant to lie in the rough range of Janus transition-metal dichalcogenide monolayers. They describe no particular compound. The permittivity replaces the electronic response of a first-principles calculation, and exchange, correlation and atomic relaxation are absent. A device also breaks the assumption of an isolated layer, since a substrate or contact can exchange charge with it. If $2.8\times10^{12}$ electrons per cm² were transferred across an empty gap of 0.30 nm, the potential would shift by $0.505\times0.30=0.15$ V, or 20% of the model's step. The sawtooth corrects the periodic calculation, not this physical change.

The derivation also requires a neutral cell. A charged layer with a uniform compensating background has $\phi''\neq0$ in the vacuum, so its potential is curved, and no linear sawtooth can flatten it.

The remaining values are in the numerical output below.

## Calculated quantities

```
FROZEN THREE-SHEET TEST
cell length: 2.20 nm
step, open boundaries: 0.2100 V
vacuum field, periodic: 0.09545 V/nm
field left by cut through layer: -2.204 V/nm
MODEL INPUTS
sheet charge: 9.0 uC/cm2
sheet positions: -/+ 0.15 nm
sheet Gaussian width: 0.04 nm
layer thickness: 0.60 nm
layer edge width: 0.05 nm
relative permittivity inside: 4.0
main cell length: 2.0 nm
MODEL RESULTS, MAIN CELL
sheet charge/eps0: 10.165 V/nm
isolated dipole/eps0: 0.7625 V
isolated dipole: 6.751 pC/m
isolated dipole per cell: 0.00385 e nm
alpha/eps0: 0.4908 nm
uncorrected dipole/eps0: 1.0105 V
dipole enhancement: 1.3252
field from isolated dipole: 3.813 MV/cm
actual spurious field: 5.052 MV/cm
lower vacuum level vs centre: 0.3813 eV
upper vacuum level vs centre: -0.3813 eV
corrected potential step: 0.7625 V
plateau ripple below 1e-7 V: True
step if corrected afterwards: 1.0105 V
energy error per lateral cell: -0.974 meV
TREND: L (nm), field (MV/cm), vacuum ramp (V)
1.5  7.556  0.6800
2.0  5.052  0.7073
3.0  3.039  0.7293
4.0  2.173  0.7388
8.0  1.015  0.7514
NEGLECTED EFFECTS
lattice constant: 0.325 nm
lateral cell area: 0.09147 nm2
shortest lateral G: 22.32 1/nm
corrugation at 0.5 nm, unit ions: 0.378 mV
work function: 5.0 eV
layer face to cut: 0.70 nm
electron tail factor at cut: 1.1e-07
vacuum ramp: 0.707 V
gap: 1.5 eV
spurious voltage across layer: 0.0758 V
temperature: 300 K
thermal carriers: 2.7e+00 1/cm2
carriers needed to screen: 2.79e+12 1/cm2
```
